\section*{Averaging Rates or Relaxation Times in Intervalley-Limited Mobility}

\section{The argument under comment}

The argument concerns electrons in a semiconductor with several equivalent valleys, scattered between them by a phonon of energy $\hbar\omega$. It takes the thermal mean of the scattering rate, inverts it, and uses the result as the relaxation time in the mobility. The justification is that the rate varies only as the square root of an energy, and that at low temperature nearly all electrons sit close to the band bottom, where the rate is almost constant. Averaging the rate or its inverse should then give the same mobility, and the agreement should improve on cooling.

Two points need examination. Does the rare electron far above the band bottom really drop out of the mean rate? And which thermal mean is intended: one that counts electrons, or one that weights them as the conductivity does? The argument does not say.

\section{What the Boltzmann equation requires}

I assume parabolic ellipsoidal valleys, a nondegenerate electron gas, a weak field $\mathbf F$, and a coupling constant $D$ independent of wave vector (zero-order coupling). SI units are used in the formulas. The golden rule with squared matrix element $\hbar D^2/(2\rho V\omega)$, multiplied by $N$ for absorption or $N+1$ for emission, gives
\begin{equation}
\frac1{\tau(E)}=\frac{\pi D^2Z}{\rho\omega}
\left[N\,g(E+\hbar\omega)+(N+1)\,g(E-\hbar\omega)\right],
\quad
g(E)=\frac{m_d^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3}.
\label{rate}
\end{equation}
Here $\rho$ is the mass density, $V$ the crystal volume, $Z$ the number of final valleys, $N=1/(e^{\hbar\omega/kT}-1)$, and $g$ the density of states per spin and valley, zero for negative argument. The masses are $m_d=(m_lm_t^2)^{1/3}$ and, below, $3/m_c=1/m_l+2/m_t$.

Write the distribution as $f_0+f_1$, with $f_0\propto e^{-E/kT}$. One phonon energy connects only states whose energies differ by multiples of $\hbar\omega$, so this scattering alone cannot establish the Maxwellian. I assume that weaker processes, not counted in $\tau$, maintain $f_0$. To first order in the field, for charge $-e$,
\begin{equation}
-e\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}
=-\frac{f_1}{\tau}+\sum_{\mathbf k'}W(\mathbf k',\mathbf k)f_1(\mathbf k').
\end{equation}
The transition rate $W$ depends on the energies and valleys, not on the position on an energy surface. The driving term is odd about each valley minimum, and so is $f_1$. The last sum therefore vanishes. With $\partial f_0/\partial E=-f_0/kT$,
\begin{equation}
f_1=-\frac{e\tau}{kT}\,\mathbf F\cdot\mathbf v\,f_0 .
\end{equation}
Inserting this in the current density $-e\sum\mathbf v f_1$ gives $\mu=(e/kT)\langle\tau v_x^2\rangle$, averaged over electrons and valleys. Along principal axis $j$, $m_jv_j^2/2$ averages to $E/3$ over an energy surface, so $v_j^2$ averages to $2E/(3m_j)$. The average over equivalent valleys replaces $1/m_j$ by $1/m_c$.

Let $x=E/kT$ and define two averages,
\begin{equation}
\langle h\rangle=\frac{\int_0^\infty h\,x^{1/2}e^{-x}dx}{\Gamma(3/2)},\qquad
\langle\!\langle h\rangle\!\rangle=\frac{\int_0^\infty h\,x^{3/2}e^{-x}dx}{\Gamma(5/2)} .
\end{equation}
The first counts electrons. Since $\Gamma(5/2)=\tfrac32\Gamma(3/2)$, we have $\langle xh\rangle=\tfrac32\langle\!\langle h\rangle\!\rangle$, and
\begin{equation}
\mu=\frac e{m_c}\,\frac23\langle x\tau\rangle
=\frac e{m_c}\langle\!\langle\tau\rangle\!\rangle .
\label{mobility}
\end{equation}
The relaxation time is averaged with the transport weight. The argument under comment replaces this by one of
\begin{equation}
\mu_n=\frac{e}{m_c\langle1/\tau\rangle},\qquad
\mu_E=\frac{e}{m_c\langle\!\langle1/\tau\rangle\!\rangle}.
\end{equation}

\section{The rare electrons do not drop out}

Let $z=\hbar\omega/kT$. Since $(N+1)/N=e^z$, Eq.~(\ref{rate}) becomes $1/\tau=BN\,r(x)$, with
\begin{equation}
r(x)=\sqrt{x+z}+e^z\sqrt{x-z}\;\theta(x-z),\qquad
B=\frac{D^2Zm_d^{3/2}\sqrt{kT}}{\sqrt2\,\pi\rho\omega\hbar^3}.
\end{equation}
The common factor $BN$ cancels in the ratios $\mu/\mu_n$ and $\mu/\mu_E$. In the electron-counting mean, substitute $x=y+z$ in the emission term:
\begin{equation}
\int_z^\infty\!\sqrt x\,e^z\sqrt{x-z}\,e^{-x}dx
=\int_0^\infty\!\sqrt{y+z}\,\sqrt y\,e^{-y}dy .
\end{equation}
The right side is the absorption integral. Emission thus contributes as much as absorption at every temperature, as detailed balance demands. Electrons above threshold are rare by a factor $e^{-z}$, apart from a power of $z$, but their emission rate carries the compensating factor $e^z$. This is where the argument fails: a small population does not imply a small contribution to the mean rate.

Both means have closed forms. Put $a=z/2$ and $s=x+a$, so that $x(x+z)=s^2-a^2$, and define
\begin{equation}
I(p)=\int_a^\infty\sqrt{s^2-a^2}\,e^{-ps}ds=\frac{a}{p}K_1(ap).
\end{equation}
The second form follows from $s=a\cosh u$, one integration by parts, and $K_1(y)=\int_0^\infty e^{-y\cosh u}\cosh u\,du$. Absorption and emission together give
\begin{equation}
\langle r\rangle=\frac{2e^aI(1)}{\Gamma(3/2)}
=\frac{2a\,e^aK_1(a)}{\Gamma(3/2)} .
\end{equation}
With the transport weight, the absorption integrand acquires a factor $x$, and the shifted emission integrand a factor $x+z$. Their sum is $2x+z=2s$. Hence the integral is $-2e^aI'(1)$, where
\begin{align}
-I'(1)&=aK_1(a)-a^2K_1'(a)\nonumber\\
&=aK_1(a)-a^2\left[\frac{K_1(a)}a-K_2(a)\right]=a^2K_2(a),\\
\langle\!\langle r\rangle\!\rangle&=\frac{2a^2e^aK_2(a)}{\Gamma(5/2)} .
\end{align}

\section{Low temperature: two different errors}

For $z\gg1$, use $e^aK_\nu(a)\simeq\sqrt{\pi/2a}\,[1+(4\nu^2-1)/8a]$, with $a=z/2$:
\begin{equation}
\langle r\rangle\simeq2\sqrt z\left(1+\frac3{4z}\right),\qquad
\langle\!\langle r\rangle\!\rangle\simeq\frac23z^{3/2}\left(1+\frac{15}{4z}\right).
\end{equation}
The correct average behaves differently. Above threshold $1/r$ is no larger than $1/\sqrt{x+z}$, so that region contributes an exponentially small amount. Below threshold only absorption acts, and $\langle\!\langle x\rangle\!\rangle=5/2$ gives
\begin{equation}
\langle\!\langle1/r\rangle\!\rangle\simeq
\frac1{\sqrt z}\left\langle\!\!\left\langle1-\frac{x}{2z}\right\rangle\!\!\right\rangle
=\frac1{\sqrt z}\left(1-\frac5{4z}\right).
\label{cold}
\end{equation}
Multiplying the averages and keeping the first correction,
\begin{align}
\frac{\mu}{\mu_n}&=\langle\!\langle1/r\rangle\!\rangle\langle r\rangle
\simeq2\left(1+\frac3{4z}-\frac5{4z}\right)=2-\frac1z,\\
\frac{\mu}{\mu_E}&=\langle\!\langle1/r\rangle\!\rangle\langle\!\langle r\rangle\!\rangle
\simeq\frac{2z}3\left(1+\frac{15}{4z}-\frac5{4z}\right)=\frac{2z}3+\frac53 .
\end{align}

A factor approaching two therefore belongs to the electron-counting mean. Half of all scattering events are emissions, and they are performed by electrons that carry almost no current. The transport-weighted mean does worse. It gives the electrons near threshold an additional factor of about $2z/3$, so its error grows without bound on cooling. Using the correct weight does not repair the averaging of the wrong quantity.

The quantity $\langle\!\langle1/\tau\rangle\!\rangle$ does have a meaning. A Maxwellian slightly displaced in momentum along a principal axis $x$ of its valley has $f_1\propto p_xf_0$, and its relative rate of momentum loss is $\sum p_x^2f_0/\tau$ divided by $\sum p_x^2f_0$, which is $\langle\!\langle1/\tau\rangle\!\rangle$. If fast collisions among the electrons within each valley held that shape, and drag between valleys were negligible, $\mu_E$ would be the mobility. Coulomb collisions also act between valleys; if they force one drift velocity on all valleys, $m_c$ is replaced by $(m_l+2m_t)/3$, which for the silicon masses used below gives $0.60\,\mu_E$. Equation~(\ref{mobility}) applies when the distribution is free to adjust energy by energy.

\section{High temperature: the sign can change}

For $z\to0$, $r\to2\sqrt x$, and the gamma functions give
\begin{align}
\frac{\mu}{\mu_n}&\to\frac{\Gamma(2)}{2\Gamma(5/2)}\,\frac{2\Gamma(2)}{\Gamma(3/2)}=\frac8{3\pi}\approx0.849,\\
\frac{\mu}{\mu_E}&\to\frac{\Gamma(2)}{2\Gamma(5/2)}\,\frac{2\Gamma(3)}{\Gamma(5/2)}=\frac{32}{9\pi}\approx1.132 .
\end{align}
The electron-counting shortcut now overestimates the mobility, because it gives too little weight to the faster electrons, which scatter more often. The numerical ratio passes through one at $z=1.35$. The other shortcut cannot overestimate, since the Cauchy--Schwarz inequality with a single weight gives
\begin{equation}
1=\langle\!\langle r^{1/2}r^{-1/2}\rangle\!\rangle^2
\le\langle\!\langle r\rangle\!\rangle\langle\!\langle1/r\rangle\!\rangle .
\end{equation}
No such inequality protects $\mu_n$, which combines two different weights.

A stochastic simulation tests the transport result without assuming Eq.~(\ref{mobility}). At $z=6$, 300,000 electrons moved among six ellipsoidal valleys, with random final valleys and directions. Their velocity correlation gave a relaxation time of 0.338 in units of $1/(BN)$. Equation~(\ref{mobility}) gives 0.338 and the two shortcuts 0.183 and 0.060; the test required agreement with Eq.~(\ref{mobility}) within 2.5 per cent. The ratio of absorptions to emissions was 1.000.

\section{Numbers for silicon-like electrons}

Take $m_l=0.92$ and $m_t=0.19$ free-electron masses, so $m_c=0.258$. One effective phonon has $\hbar\omega=60$ meV, $D=6\times10^8$ eV/cm and five final valleys; the density is 2330 kg/m$^3$. The phonon is a rough stand-in for the energetic intervalley phonons of silicon, merged into one. Silicon also has weaker intervalley phonons of low energy, which are left out here and matter greatly in the cold. The 77 K values therefore illustrate the isolated mechanism and do not predict the intervalley mobility of silicon.

At 77 K, $z=9.04$ and $N=1.18\times10^{-4}$. The absorption rate at the band bottom is $BN\sqrt z=7.67\times10^8$ s$^{-1}$, a time of 1.30 ns. Used alone, it gives $\mu\approx8.87\times10^6$ cm$^2$/Vs. Equation~(\ref{cold}) multiplies this by $1-5/(4\times9.04)=0.862$, giving $7.65\times10^6$ cm$^2$/Vs, 3 per cent below the full average. The full averages are

\begin{center}
\begin{tabular}{rrrrrr}
$T$ (K) & $\mu$ & $\mu_n$ & $\mu_E$ & $\mu/\mu_n$ & $\mu/\mu_E$\\
300 & 4770 & 3800 & 2000 & 1.26 & 2.38\\
150 & 81600 & 47100 & 17900 & 1.73 & 4.55\\
77 & $7.89\times10^6$ & $4.12\times10^6$ & $1.01\times10^6$ & 1.92 & 7.78
\end{tabular}
\end{center}

with mobilities in cm$^2$/Vs. At 77 K the asymptotic formulas give $2-1/9.04=1.89$ and $2(9.04)/3+5/3=7.69$. Only a fraction $4.2\times10^{-4}$ of the electrons lies above threshold, yet these electrons perform all the emissions, half of all events. They carry $1.9\times10^{-6}$ of the current. Removing emission while holding everything else fixed raises the mobility by 0.2 per cent. At 300 K the same removal raises it by 45 per cent, so neglecting emission is a low-temperature approximation.

\section{What survives in a real sample}

These are partial mobilities. In silicon other scattering is present, and at 77 K it dominates. With rough acoustic parameters (deformation potential 9 eV, sound speed 9000 m/s) and $10^{14}$ cm$^{-3}$ fully ionized donors, treated as screened charges in the Born approximation, the acoustic-limited mobility at 77 K is $2.3\times10^4$ cm$^2$/Vs and the total $2.0\times10^4$. The Born approximation fails for such slow electrons ($e^2/4\pi\varepsilon\hbar v\approx1.6$ at the thermal speed), so the impurity part is only an estimate. The acoustic and impurity rates are also taken as isotropic, with the mass $m_d$; in an ellipsoidal valley the impurity time along the long axis is about three times the transverse one, which lowers the 77 K total by 2 to 3 per cent. Replacing only the intervalley rate by its electron-counting or transport mean, with the other rates fixed, makes the correct total larger than the shortcut by 0.2 or 1.7 per cent. At 300 K the total is about 1700 cm$^2$/Vs, against roughly 1400 for lightly doped silicon, and the corresponding excesses are 5 and 47 per cent. In this example the shortcut does more harm to the total at room temperature, although its error in the intervalley part is larger in the cold. The percentages belong to the single-phonon model: with a commonly used set of six zero-order intervalley phonons between 12 and 62 meV they become roughly $-1$ and $+6$ at 77 K, and 2 and 39 at 300 K.

The single-phonon assumption is also fragile. Adding a weak 20 meV phonon ($D=10^8$ eV/cm, one final valley, again zero-order) lowers the 77 K intervalley mobility to $1.04\times10^6$ cm$^2$/Vs and $\mu/\mu_n$ to 1.45. Detailed balance holds for each phonon separately, but the limit of two requires $kT$ to be small compared with the energy of every phonon that matters; here $z$ for the weak phonon is only 3.0. With the original phonon alone, a nonparabolicity of 0.5 eV$^{-1}$ lowers the mobility by 15 per cent at 300 K and 10 per cent at 77 K.

Degeneracy is negligible: the electron density is $2.8\times10^{-5}$ of the effective density of states at 77 K. Collisions among the electrons are not negligible for the isolated mechanism. At 77 K and $10^{14}$ cm$^{-3}$ the usual classical estimate of their rate is about $2\times10^{10}$ s$^{-1}$, far above the intervalley absorption rate of $7.7\times10^8$ s$^{-1}$. The isolated mobility $\mu$ at 77 K therefore presupposes a much lower electron density. The weak-field condition is severe for the isolated mechanism, because at 77 K a field of 1.5 V/cm would already make the calculated drift speed equal the thermal speed. The fields considered must lie well below that value, and must also be low enough for the weaker processes that maintain $f_0$ to remove the heat gained from the field.

\section{Recommendation}

The averaging step should be replaced by Eq.~(\ref{mobility}). When several mechanisms act, their momentum-relaxation rates should be added at each energy, the sum inverted, and the resulting time averaged with the transport weight. This holds for a nondegenerate gas in parabolic valleys, as long as each mechanism has a relaxation time that depends on energy alone and collisions among the electrons are too slow to reshape the distribution. Ionized-impurity scattering in ellipsoidal valleys does not meet the first condition; there the rule is applied, approximately, to each principal axis with its own time and mass. In a degenerate gas the transport weight itself changes. If the mean rate is retained as a measure of how often electrons scatter, the electron-counting average is the appropriate one, but its inverse should not be used as a transport time. The numerical output gives the ratios at further values of $z$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
masses l, t, cond, dos: 0.92 0.19 0.2583 0.3214 m_e
phonon 60.0 meV, D 6.0e+08 eV/cm, 5 final valleys, 2330 kg/m^3
z | true/population-avg | true/transport-avg (no unit)
      1 | 0.9301 | 1.4132
      2 | 1.1660 | 2.0983
      5 | 1.7714 | 4.8530
     10 | 1.9245 | 8.4201
     20 | 1.9577 | 15.0536
     50 | 1.9814 | 35.0234
    400 | 1.9975 | 268.3364
hot limits: 0.8488 and 1.1318
population-avg factor equals 1 at z = 1.350
simulation z=6: tau 0.3377, theory 0.3375 (reduced)
  1/population rate 0.1831, 1/transport rate 0.0598 (reduced)
  absorptions/emissions counted: 1.0000
T = 300 K: z 2.321, N 1.089e-01, bottom rate 7.062e+11 1/s
  mobility true 4769, pop-avg 3799, transport-avg 2004 cm2/Vs
  factors 1.255 and 2.379
  without emission 6931, bottom-rate estimate 9642 cm2/Vs
  above threshold: electrons 2.00e-01, current 1.29e-01 (fractions)
  acoustic-limited 3024, impurity-limited 4.233e+06 cm2/Vs
  total 1710.7 cm2/Vs; true/shortcut 1.0532 (pop), 1.4672 (transp)
  with weak phonon 4064 cm2/Vs, pop-avg factor 1.176
  nonparabolic/parabolic mobility 0.848
  n/Nc 3.6e-06; field for drift = thermal speed 4.82e+03 V/cm
T = 150 K: z 4.642, N 9.734e-03, bottom rate 6.313e+10 1/s
  mobility true 8.161e+04, pop-avg 4.709e+04, transport-avg 1.794e+04 cm2/Vs
  factors 1.733 and 4.549
  without emission 8.836e+04, bottom-rate estimate 1.078e+05 cm2/Vs
  above threshold: electrons 2.57e-02, current 3.73e-03 (fractions)
T = 77 K: z 9.042, N 1.183e-04, bottom rate 7.672e+08 1/s
  mobility true 7.888e+06, pop-avg 4.116e+06, transport-avg 1.014e+06 cm2/Vs
  factors 1.916 and 7.780
  without emission 7.905e+06, bottom-rate estimate 8.874e+06 cm2/Vs
  above threshold: electrons 4.22e-04, current 1.86e-06 (fractions)
  acoustic-limited 2.326e+04, impurity-limited 7.103e+05 cm2/Vs
  total 20113 cm2/Vs; true/shortcut 1.0016 (pop), 1.0173 (transp)
  with weak phonon 1.043e+06 cm2/Vs, pop-avg factor 1.452
  nonparabolic/parabolic mobility 0.898
  n/Nc 2.8e-05; field for drift = thermal speed 1.48 V/cm
neglected-effect inputs: acoustic 9.0 eV, sound 9000 m/s
  donors 1e+14 cm^-3, permittivity 11.7, alpha 0.5 1/eV
  weak phonon 20.0 meV, 1e+08 eV/cm, 1 final valley
\end{verbatim}
